\section*{Gaussian local polarization and NMR linewidth in the spherical random-bond random-field model, part 2}

A relaxor is modelled as $N\to\infty$ polar clusters with dimensionless three-component variables $\mathbf S_i$ and the single constraint $\sum_i|\mathbf S_i|^2=3N$ (the spherical model). The problem is to find the NMR line produced by the local polarizations $\mathbf p_i=\langle\mathbf S_i\rangle$, which are thermal averages at fixed disorder. Every pair of clusters has a random bond of mean $J_0/N$ and standard deviation $J/\sqrt N$. Each cluster also has a Gaussian random field of variance $\Delta$ per component. $J$, $J_0$, $\theta$ and $E$ are energies and $\Delta$ is an energy squared; $E$ is the field applied along $z$ times the dipole moment per unit $S$.

In zero field, for $\Delta>0$ and without spontaneous polarization (which would need $J_0>\sqrt{J^2+\Delta}$),
\begin{equation}
w(\mathbf p)=\frac{1}{(2\pi q)^{3/2}}\exp\left(-\frac{|\mathbf p|^2}{2q}\right),\qquad
q=\frac{(J^2q+\Delta)(1-q)^2}{\theta^2},
\label{result}
\end{equation}
or, with the local response $G$,
\begin{equation}
q=\frac{(J^2q+\Delta)(1-q)^2}{\theta^2},\qquad G=\frac{1-q}{\theta},\qquad \theta=k_BT .
\label{recap}
\end{equation}
For $\theta>J$ and weak random fields,
\begin{equation}
q\simeq\frac{\Delta}{\theta^2-J^2},
\label{highT}
\end{equation}
while for $\theta<J$ and $\Delta\to0$ after $N\to\infty$ (the glass limit), $q=1-\theta/J$.

In an applied field $p_z$ is Gaussian with mean
\begin{equation}
P=\frac{GE}{1-J_0G}.
\label{P}
\end{equation}
The variances of the components are
\begin{align}
v_x=v_y&=\frac{\Delta G^2}{1-J^2G^2},\label{vx}\\
v_z&=\frac{\Delta G^2+J^2G^2P^2}{1-J^2G^2}.\label{vz}
\end{align}
With $H=E+J_0P$, $G$ follows from
\begin{equation}
\theta G+\frac{2v_x+v_z+P^2}{3}=\theta G+\frac{G^2}{1-J^2G^2}\left(\Delta+\frac{H^2}{3}\right)=1 .
\label{constraintE}
\end{equation}

At fixed bonds the thermal variance of each component of $\mathbf S_i$ is $\theta\mathcal R_{ii}$, where $\mathcal R_{ii}$ is the response of cluster $i$ to its own field. In this model $\mathcal R_{ii}\to G$, so the variance is $\theta G$, or $1-q$ in zero field.

For a nuclear frequency shift $a\,p_z$ and fast thermal motion, the zero-field line is Gaussian with
\begin{equation}
\text{full width at half maximum}=2\sqrt{2\ln2}\,|a|\sqrt q .
\label{resultwidth}
\end{equation}

\subsection*{Linear shift and fast motion}

Let the resonance frequency of a nucleus in cluster $i$ be $\nu_0+aS_{iz}(t)$, with $a$ in hertz. A shift odd in the polarization is allowed only if the nuclear site lacks inversion symmetry in the unpolarized reference structure. If the cluster moves fast enough, the nucleus sees the average $\nu_0+ap_{iz}$. The line is then the distribution of $p_z$ with its axis rescaled:
\begin{align}
I(\nu)&=\int dp\,\frac{e^{-(p-P)^2/(2v_z)}}{\sqrt{2\pi v_z}}\,\delta(\nu-\nu_0-ap)\nonumber\\
&=\frac{1}{\sqrt{2\pi a^2v_z}}\exp\left[-\frac{(\nu-\nu_0-aP)^2}{2a^2v_z}\right].
\label{line}
\end{align}
The delta function sets $p=(\nu-\nu_0)/a$ and contributes the factor $1/|a|$. The centre moves by $aP$ and the variance is $a^2v_z$. At half maximum the exponent equals $-\ln2$, so the half width is $|a|\sqrt{2v_z\ln2}$. Twice this, with $v_z=q$, is \eqref{resultwidth}.

A measured zero-field variance $M$ thus gives $q=M/a^2$. The width alone fixes the product $|a|\sqrt q$, so $a$ must be known separately. One way within the model is the line shift $aP$ in a field where $P$ is known. An independent Gaussian broadening of standard deviation $\sigma_0$ adds its variance, $M=a^2q+\sigma_0^2$, and must be subtracted first.

For $\theta>J$ and weak random fields, \eqref{highT} gives a standard deviation $|a|\sqrt{\Delta/(\theta^2-J^2)}$. The width then vanishes with the random field. Below $\theta=J$ in the glass limit it is $|a|\sqrt{1-\theta/J}$, and the bonds alone broaden the line.

\subsection*{How fast the motion must be}

The equilibrium model contains no dynamics. Assume that in zero field $S_z(t)=p_z+s(t)$, where $s$ is a Gaussian process with
\begin{equation}
\langle s(t)s(t')\rangle=(1-q)e^{-|t-t'|/\tau}.
\end{equation}
The free-induction signal is the average of the phase factor $\exp[2\pi ia\int_0^tS_z(t')dt']$. The frozen part $p_z$ gives a phase variance $(2\pi a)^2qt^2$. The moving part gives $(2\pi a)^2(1-q)V(t)$, where
\begin{align}
V(t)&=\int_0^t\!\!\int_0^t e^{-|t'-t''|/\tau}dt'dt''=2\int_0^t(t-y)e^{-y/\tau}dy\nonumber\\
&=2\tau^2\left(\frac t\tau-1+e^{-t/\tau}\right).
\label{V}
\end{align}
The factor $2(t-y)$ is the measure of pairs of times separated by $y$. A Gaussian phase of variance $\phi^2$ averages to $e^{-\phi^2/2}$, so
\begin{equation}
F(t)=\exp\left\{-\frac{(2\pi a)^2}{2}\left[qt^2+(1-q)V(t)\right]\right\}.
\label{fid}
\end{equation}

For $t\gg\tau$, $V\simeq2\tau t$. The moving part then decays as $e^{-\Gamma t}$ with $\Gamma=(2\pi a)^2(1-q)\tau$. Its Fourier transform is a Lorentzian of full width
\begin{equation}
\frac{\Gamma}{\pi}=4\pi a^2(1-q)\tau .
\label{residual}
\end{equation}
The decay is exponential over most of its course if $\Gamma\tau\ll1$. For the line to be the Gaussian \eqref{line}, the Lorentzian width must also be small beside $2\sqrt{2\ln2}\,|a|\sqrt q$:
\begin{equation}
\tau\ll\frac{2\sqrt{2\ln2}}{4\pi}\,\frac{\sqrt q}{|a|(1-q)}=0.187\,\frac{\sqrt q}{|a|(1-q)} .
\label{taucond}
\end{equation}
When $q$ is small this is the stricter condition.

In the opposite limit, $t\ll\tau$ during the whole signal, $V\simeq t^2$ and the bracket in \eqref{fid} becomes $t^2$. The line is Gaussian with variance $a^2$, whatever $q$ is. A nucleus in a static cluster sees $S_z$ rather than $p_z$, and the width no longer measures $q$.

There is a related caution about the term second moment. At short times $V\simeq t^2$ for any nonzero $\tau$, so the second moment of the whole spectrum, including its far wings, is $a^2$. Fast motion moves the part $a^2(1-q)$ into weak wings that extend to frequencies of order $1/\tau$. The quantity $a^2q$ is the variance of the central line.

\subsection*{Sites with inversion symmetry}

At a site with inversion symmetry the linear term vanishes. Take as the leading shift the traceless quadratic form, axial about $z$,
\begin{equation}
\delta\nu=c\left[S_z^2-\tfrac12(S_x^2+S_y^2)\right].
\end{equation}
Fast motion replaces $S_\mu^2$ by its thermal average $p_\mu^2+\theta G$. In the spherical model the thermal variance is the same in all directions, so the thermal part cancels, since $\theta G(1-\tfrac12-\tfrac12)=0$, and leaves $\delta\nu=c[p_z^2-\frac12(p_x^2+p_y^2)]$.

In zero field write $p_\mu=\sqrt q\,x_\mu$ with independent unit Gaussian numbers $x_\mu$. The variable $x^2$ has mean 1, variance 2 and third central moment 8. Therefore
\begin{align}
\text{mean}&=cq\left(1-\tfrac12-\tfrac12\right)=0,\\
\text{variance}&=2c^2q^2\left(1+\tfrac14+\tfrac14\right)=3c^2q^2,\\
\text{third moment}&=8c^3q^3\left(1-\tfrac18-\tfrac18\right)=6c^3q^3 .
\end{align}
The standard deviation is $\sqrt3\,|c|q$, and the skewness is $6/3^{3/2}=1.155$ with the sign of $c$. The local polarization is still Gaussian, but the line is not, and its width grows as $q$ instead of $\sqrt q$.

\subsection*{Worked example at 300 K}

Take $J=20$ meV, $J_0=18$ meV, a random field of 4 meV (so $\Delta=16$ meV$^2$) and $a=20$ kHz. These are round illustrative values. The limit for spontaneous polarization is $\sqrt{400+16}=20.4$ meV, which $J_0$ does not reach. The bond scale corresponds to $J/k_B=232$ K.

At 300 K, $\theta=25.85$ meV. Solving \eqref{recap} numerically for its root gives $q=0.0475$. Insertion confirms it:
\begin{equation}
\frac{(400\times0.04752+16)(1-0.04752)^2}{(25.852)^2}=\frac{35.01\times0.9072}{668.3}=0.0475 .
\end{equation}
Hence $\sqrt q=0.218$. The standard deviation of the line is $20\times0.218=4.36$ kHz, and the full width is $2.355\times4.36=10.3$ kHz.

To express the local polarization in laboratory units, let the length $|\mathbf S|=\sqrt3$ stand for a saturated cluster of 30 uC/cm2. The rms value of one component is then $30\sqrt{q/3}=3.8$ uC/cm2.

For the field response take spherical clusters 2 nm across, of volume 4.19 nm$^3$. Their saturated moment is 7.84 $e\,$nm, or $7.84/\sqrt3=4.53$ $e\,$nm per unit $S$. A field of 0.002 MV/cm, taken to act on the cluster without a local-field correction, gives $E=0.906$ meV. The numerical root of \eqref{constraintE} is $G=0.03663$ meV$^{-1}$, so
\begin{equation}
P=\frac{0.03663\times0.9057}{1-18\times0.03663}=0.097 .
\end{equation}
With $J^2G^2=0.537$, \eqref{vx} and \eqref{vz} give $v_x=0.0463$ and $v_z=0.0573$. The line shifts by $aP=1.9$ kHz, and its width rises from 10.3 to 11.3 kHz. The extra width comes from the unequal response of the clusters: the transverse variance has fallen slightly below its zero-field value.

\subsection*{Temperature and slow motion}

For the correlation time use the Vogel--Fulcher form $\tau=\tau_0\exp\{U/[k_B(T-T_0)]\}$, with $\tau_0=10^{-12}$ s, $U=0.05$ eV and $T_0=220$ K. The table holds all model parameters fixed and changes the temperature alone. The column ``fast'' is \eqref{resultwidth}; ``full'' is the width of the numerical Fourier transform of \eqref{fid}.

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $q$ & $\tau$ (s) & fast (kHz) & full (kHz)\\
450 & 0.014 & $1.2\times10^{-11}$ & 5.6 & 5.6\\
400 & 0.019 & $2.5\times10^{-11}$ & 6.5 & 6.5\\
350 & 0.028 & $8.7\times10^{-11}$ & 7.9 & 7.9\\
300 & 0.048 & $1.4\times10^{-9}$ & 10.3 & 10.3\\
260 & 0.082 & $2.0\times10^{-6}$ & 13.5 & 19.0
\end{tabular}
\end{center}

At 300 K the residual width \eqref{residual} is 7 Hz, which is negligible. At 260 K the full width exceeds the fast-motion value by 41\%. The product $2\pi a\tau$ is still only 0.25 there, but the right side of \eqref{taucond} is $2.9\times10^{-6}$ s, hardly longer than $\tau$. Reading $q$ from this width with \eqref{resultwidth} would overestimate it by a factor $(19.0/13.5)^2\simeq2$. If the clusters were static, the width would be 47 kHz.

\subsection*{Other neglected effects at 300 K}

\paragraph{Fixed cluster length.} A real cluster cannot be polarized beyond saturation. Give each variable the fixed length $\sqrt3$, in a static Gaussian field of variance $J^2q+\Delta$ per component, as in the infinite-range model. Its average in a field of magnitude $B$ is $\sqrt3\,L(\sqrt3B/\theta)$, with $L(x)=\coth x-1/x$. Requiring that the mean square of one component equal $q$, and solving numerically, gives $q=0.0476$, almost unchanged. The excess kurtosis of a component is $-0.20$, against zero for a Gaussian. Saturation thus alters the shape more than the variance. The flatter top raises the full width at half maximum by 4.6\%. On cooling, as $q$ approaches 1, the spherical model gives appreciable weight to $|\mathbf p|>\sqrt3$, which a cluster of fixed length cannot reach.

\paragraph{Finite number of neighbours.} Suppose the bond field comes from $n=26$ neighbours with independent Gaussian bonds and polarizations. The product of two unit Gaussian numbers has fourth moment $3\times3=9$, hence excess kurtosis $9-3=6$. A sum of $n$ such products has $6/n$. The random field dilutes this by the square of the bond share of the variance, $19.0/35.0=0.543$. This static field then has excess kurtosis $(6/26)(0.543)^2=0.07$. The estimate leaves out spatial correlations and the unequal response of the clusters. The sum of the squared bonds of a cluster has relative standard deviation $\sqrt{2/26}=0.28$, so $\mathcal R_{ii}$ varies from cluster to cluster. With only one constraint for the whole system, a few strongly bonded clusters can then carry a large polarization. The distribution of $\mathbf p$ can therefore depart from a Gaussian much more than the value 0.07 suggests. On a cubic lattice of about $10^3$ clusters with 26 random bonds each, the excess kurtosis at these parameters can exceed 2 and varies strongly from sample to sample, and the variance rises above the $q$ of \eqref{result}. Equation \eqref{result} is thus a result for infinite-range bonds.

\paragraph{Other terms in the shift and width.} An independent Gaussian broadening of 1 kHz standard deviation raises the full width from 10.3 to 10.5 kHz. In the spherical model a quadratic shift with $c=5$ kHz has standard deviation $\sqrt3\times5\times0.0475=0.41$ kHz, about a tenth of the linear one. For clusters of fixed length the thermal variance is smaller along $\mathbf p$ than across it. In a weak local field this reduces the quadratic shift to $3/5$ of the spherical value, or about 0.25 kHz here. At a site with inversion symmetry the quadratic shift would be the whole effect.

\subsection*{Beside a real relaxor}

The parameters lie in the rough regime of lead magnesium niobate, a relaxor with nanometre-sized polar regions and a freezing temperature of roughly 220 K. They are not fitted to it, and the shift constants $a$ and $c$ are chosen, not measured. Two assumptions need care in such a material. First, relaxation times near freezing are widely distributed, so fast and slow clusters can contribute to the same spectrum. The example shows the size of the error: 41\% in the width at 260 K with a single time, and more for clusters that are slower still. Secondly, every atomic site of the average cubic perovskite structure has inversion symmetry, including that of niobium. A linear shift there relies on local chemical disorder. Its coefficient $a$ changes sign under inversion, so it takes both signs and its average over the sites vanishes. No single $a$ then exists, and \eqref{resultwidth} does not apply to such a site. The same disorder can also produce random fields, so $a$ and $p_z$ may be correlated. In a relaxor with a different average structure, a site may lack inversion symmetry, and the mean $\bar a$ can then be nonzero. If $a$ is independent of $p_z$ there and has relative standard deviation $r$, the zero-field variance is $\bar a^2(1+r^2)q$. A spread $r=0.3$ raises $\sqrt M$ by 4\%, but the line is then a mixture of Gaussians of different widths, in which the narrow ones dominate the peak. Its full width at half maximum falls by about 16\%, so \eqref{resultwidth} used with $\bar a$ would underestimate $q$ by about 30\%. Equation \eqref{resultwidth} is therefore a measure of $q$ where the shift is shown to be linear with nearly the same coefficient at every site, the motion is fast, and other broadening has been removed.

Numbers in the example were calculated in double precision.
